# Temperature coefficient of a Schottky diode at constant forward current: a program that tests the result

```python
"""
Result under test: thermionic emission at constant current density J obeys
  dV/dT = V/T - (1 - exp(-V/kT)) (phi + 2kT)/T     (V in volts, energies in eV)
and, for V >> kT, dV/dT = -(phi - V)/T - 2k.
phi: temperature-independent barrier; V: forward bias; T: temperature;
k: Boltzmann constant in eV/K.  The independent road is a wavevector-space
quadrature of the emission current, solved for V(T) at fixed J.
Lengths are in nm and energies in eV; E2 is the Gaussian e^2 in eV nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

Q = sc.e
K = sc.k / Q
HBAR = sc.hbar / Q
H2M = sc.hbar**2 / (sc.m_e * Q) * 1e18
E2 = Q / (4 * np.pi * sc.epsilon_0) * 1e9
TO_A_CM2 = Q * 1e14

PHI, V0, T0 = 0.70, 0.30, 300.0
KAPPA, N_CM3 = 11.7, 1e16
N = N_CM3 * 1e-21
ML, MT = 0.92, 0.19
MOBILITY, MOB_POWER, LAYER_UM = 1200.0, 2.3, 5.0
BARRIER_DRIFT = -0.25e-3

# each valley: number of copies, mass along the normal, two lateral masses
SILICON = [(2, ML, MT, MT), (2, MT, ML, MT), (2, MT, MT, ML)]
ISOTROPIC = [(1, 1.0, 1.0, 1.0)]
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def band_density(T, valleys=SILICON):
    """Effective density of conduction states, per nm^3."""
    return sum(2 * g * np.sqrt(a * b * c) * (K * T / (2 * np.pi * H2M))**1.5
               for g, a, b, c in valleys)


def bending(V, T, valleys=SILICON):
    return PHI - V - K * T * np.log(band_density(T, valleys) / N)


def interval(low, high):
    half = (high - low) / 2
    return low + half * (NODES + 1), half * WEIGHTS


def current_from_states(V, T, valleys=SILICON):
    """Net current density (A/cm^2) summed over states above the barrier."""
    kt = K * T
    depth = kt * np.log(band_density(T, valleys) / N)
    psi = bending(V, T, valleys)
    assert psi > 0
    total = 0.0
    for g, mx, my, mz in valleys:
        kx, wx = interval(np.sqrt(2 * mx * psi / H2M),
                          np.sqrt(2 * mx * (psi + 40 * kt) / H2M))
        ky, wy = interval(0, np.sqrt(80 * my * kt / H2M))
        kz, wz = interval(0, np.sqrt(80 * mz * kt / H2M))
        energy = H2M / 2 * (kx[:, None, None]**2 / mx
                            + ky[None, :, None]**2 / my
                            + kz[None, None, :]**2 / mz)
        x = (energy + depth) / kt
        occupation = 1 / (np.exp(x) + 1) - 1 / (np.exp(x + V / kt) + 1)
        velocity = H2M * kx / (mx * HBAR)
        total += g * 4 * np.einsum('i,j,k,ijk->', wx * velocity, wy, wz,
                                   occupation)
    return TO_A_CM2 * 2 / (2 * np.pi)**3 * total


def voltage_from_states(J, T, low, high, valleys=SILICON):
    return brentq(lambda v: current_from_states(v, T, valleys) / J - 1,
                  low, high, xtol=1e-14)


def slope_from_states(V, T, valleys=SILICON, h=0.1):
    J = current_from_states(V, T, valleys)
    up = voltage_from_states(J, T + h, V - 0.015, V + 0.015, valleys)
    down = voltage_from_states(J, T - h, V - 0.015, V + 0.015, valleys)
    return (up - down) / (2 * h)


def slope_full(V, T):
    return V / T - (1 - np.exp(-V / (K * T))) * (PHI + 2 * K * T) / T


def slope_forward(V, T):
    return -(PHI - V) / T - 2 * K


# Richardson constant and current law against the sum over states
A_FREE = TO_A_CM2 * K**2 / (2 * np.pi**2 * H2M * HBAR)
A_STAR = A_FREE * (2 * MT + 4 * np.sqrt(ML * MT))


def saturation(T):
    return A_STAR * T**2 * np.exp(-PHI / (K * T))


J0 = current_from_states(V0, T0)
for v_test in (0.02, V0):
    law = saturation(T0) * np.expm1(v_test / (K * T0))
    assert abs(current_from_states(v_test, T0) / law - 1) < 1e-6

# Voltage coefficient: large bias, small bias, and another mass
slope_num = slope_from_states(V0, T0)
slope_low = slope_from_states(0.02, T0)
slope_iso = slope_from_states(V0, T0, ISOTROPIC)
assert abs(slope_num - slope_full(V0, T0)) < 2e-8
assert abs(slope_low - slope_full(0.02, T0)) < 2e-8
assert abs(slope_iso - slope_num) < 2e-8
# the forward limit omits a term of relative size exp(-V/kT), about 1e-5
assert abs(slope_num - slope_forward(V0, T0)) < 1e-7
assert abs(slope_num * 1e3 + 1.5) < 0.05

# Current dependence, voltage at other temperatures, and curvature
V_tenth = voltage_from_states(J0 / 10, T0, 0.15, 0.30)
slope_tenth = slope_from_states(V_tenth, T0)
# tolerance covers the return current at the lower bias
assert abs(slope_tenth - slope_num + K * np.log(10)) < 1e-6
V_at = {}
for temp in (250.0, 350.0):
    V_at[temp] = voltage_from_states(J0, temp, 0.15, 0.45)
    closed = K * temp * np.log1p(J0 / saturation(temp))
    assert abs(V_at[temp] - closed) < 1e-7
V_up = voltage_from_states(J0, T0 + 5, 0.27, 0.33)
V_down = voltage_from_states(J0, T0 - 5, 0.27, 0.33)
curvature = (V_up + V_down - 2 * V0) / 25
# two percent covers the omitted return current
assert abs(curvature / (-2 * K / T0) - 1) < 0.02
intercept = V0 - T0 * slope_num
assert abs(intercept - (PHI + 2 * K * T0)) < 5e-5


# Neglected effects, each a logarithmic factor on the ideal current
def force(V, T):
    """Electron charge times the largest junction field, eV/nm."""
    return np.sqrt(8 * np.pi * E2 * N * bending(V, T) / KAPPA)


def width(V, T):
    return np.sqrt(KAPPA * bending(V, T) / (2 * np.pi * E2 * N))


def image_lowering(V, T):
    return np.sqrt(E2 * force(V, T) / KAPPA)


E00 = np.sqrt(np.pi * E2 * N * H2M / (KAPPA * MT))


def wkb_exponent(fraction, psi):
    root = np.sqrt(1 - fraction)
    return psi / E00 * (root - fraction * np.log((1 + root)
                                                 / np.sqrt(fraction)))


def tunnel_gain(V, T):
    psi, kt = bending(V, T), K * T
    integral = quad(lambda E: np.exp(-wkb_exponent(E / psi, psi)
                                     + (psi - E) / kt), 0, psi,
                    epsabs=1e-13, epsrel=1e-10, limit=200)[0]
    return 1 + integral / kt


def mobility(T):
    return MOBILITY * (T / T0)**(-MOB_POWER)


def emission_velocity(T):
    return A_STAR * T**2 / (Q * band_density(T) * 1e21)


def diffusion_velocity(V, T):
    psi, w, kt = bending(V, T), width(V, T), K * T
    length = quad(lambda x: np.exp(psi * ((1 - x / w)**2 - 1) / kt), 0, w,
                  epsabs=1e-11, epsrel=1e-10)[0]
    return mobility(T) * kt / (length * 1e-7)


def slope_with(log_factor, h=0.5):
    def log_current(V, T):
        return (np.log(saturation(T) * np.expm1(V / (K * T)))
                + log_factor(V, T))
    target = log_current(V0, T0)
    ends = [brentq(lambda v: log_current(v, T) - target, V0 - 0.02,
                   V0 + 0.02, xtol=1e-13) for T in (T0 - h, T0 + h)]
    return (ends[1] - ends[0]) / (2 * h)


# Electrostatics, image maximum and tunnelling action from definitions
psi0, w0, f0 = bending(V0, T0), width(V0, T0), force(V0, T0)
drop = quad(lambda x: 4 * np.pi * E2 * N / KAPPA * (w0 - x), 0, w0)[0]
assert abs(drop / psi0 - 1) < 1e-9
assert abs(4 * np.pi * E2 * N * w0 / KAPPA / f0 - 1) < 1e-9
top = minimize_scalar(lambda x: E2 / (4 * KAPPA * x) + f0 * x,
                      bounds=(0.1, 50), method='bounded')
assert abs(top.fun / image_lowering(V0, T0) - 1) < 1e-6
turning = w0 * (1 - np.sqrt(0.5))
action = quad(lambda x: 2 * np.sqrt(max(0.0, 2 * MT / H2M * psi0
              * ((1 - x / w0)**2 - 0.5))), 0, turning)[0]
assert abs(action / wkb_exponent(0.5, psi0) - 1) < 1e-6

ideal = slope_full(V0, T0)
shift_image = slope_with(lambda v, t: image_lowering(v, t) / (K * t)) - ideal
shift_tunnel = slope_with(lambda v, t: np.log(tunnel_gain(v, t))) - ideal
shift_diff = slope_with(lambda v, t: -np.log1p(
    emission_velocity(t) / diffusion_velocity(v, t))) - ideal
shift_drift = slope_with(
    lambda v, t: -BARRIER_DRIFT * (t - T0) / (K * t)) - ideal


def series_drop(T):
    return J0 * LAYER_UM * 1e-4 / (Q * N_CM3 * mobility(T))


shift_series = series_drop(T0 + 0.5) - series_drop(T0 - 0.5)
# tolerance covers the return current and the finite temperature step
assert abs(shift_drift - BARRIER_DRIFT) < 1e-7
others = (shift_image, shift_tunnel, shift_diff, shift_series)
assert max(abs(s) for s in others) < abs(shift_drift)


def show(label, value, unit, fmt='.4f'):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Barrier", PHI, "eV", '.2f')
show("Forward bias", V0, "V", '.2f')
show("Temperature", T0, "K", '.0f')
show("Thermal energy kT", K * T0, "eV", '.6f')
show("Boltzmann constant k", K * 1e3, "meV/K", '.6f')
show("Return/forward current ratio", np.exp(-V0 / (K * T0)), "", '.3e')
show("Barrier term of slope", -(PHI - V0) / T0 * 1e3, "mV/K")
show("Prefactor term of slope", -2 * K * 1e3, "mV/K")
show("Slope, forward formula", slope_forward(V0, T0) * 1e3, "mV/K", '.5f')
show("Slope, full formula", ideal * 1e3, "mV/K", '.5f')
show("Slope, sum over states", slope_num * 1e3, "mV/K", '.5f')
show("Slope, isotropic free mass", slope_iso * 1e3, "mV/K", '.5f')
show("Slope at 0.02 V, sum over states", slope_low * 1e3, "mV/K")
show("Slope at 0.02 V, full formula", slope_full(0.02, T0) * 1e3, "mV/K")
show("Slope at 0.02 V, forward formula", slope_forward(0.02, T0) * 1e3, "mV/K")
show("Free-electron Richardson constant", A_FREE, "A/(cm2 K2)", '.2f')
show("Silicon (100) Richardson constant", A_STAR, "A/(cm2 K2)", '.1f')
show("Current density", J0, "A/cm2", '.3f')
show("Bias at one tenth the current", V_tenth, "V")
show("Slope at one tenth the current", slope_tenth * 1e3, "mV/K")
show("Bias at 250 K, same current", V_at[250.0], "V", '.5f')
show("Bias at 350 K, same current", V_at[350.0], "V", '.5f')
show("Curvature of V(T)", curvature * 1e6, "uV/K2", '.3f')
show("Tangent intercept at 0 K", intercept, "V")
show("Longitudinal mass (rough)", ML, "electron masses", '.2f')
show("Transverse mass (rough)", MT, "electron masses", '.2f')
show("Dielectric constant (rough)", KAPPA, "", '.1f')
show("Doping", N_CM3, "cm^-3", '.1e')
show("Density of states Nc", band_density(T0) * 1e21, "cm^-3", '.3e')
show("Doping/Nc", N / band_density(T0), "", '.2e')
show("Barrier-top occupation", np.exp(-(PHI - V0) / (K * T0)), "", '.2e')
show("Band bending", psi0, "eV")
show("Depletion width", w0, "nm", '.1f')
show("Largest junction field", f0 * 10, "MV/cm")
show("Image lowering", image_lowering(V0, T0) * 1e3, "meV", '.2f')
show("Slope shift, image lowering", shift_image * 1e3, "mV/K")
show("Tunnelling energy E00", E00 * 1e3, "meV", '.3f')
show("Tunnelling current factor", tunnel_gain(V0, T0), "", '.3f')
show("Slope shift, tunnelling", shift_tunnel * 1e3, "mV/K")
show("Mobility (rough)", MOBILITY, "cm2/Vs", '.0f')
show("Mobility falls as T to the power", -MOB_POWER, "", '.1f')
show("Emission velocity", emission_velocity(T0), "cm/s", '.3e')
show("Diffusion velocity", diffusion_velocity(V0, T0), "cm/s", '.3e')
show("Slope shift, diffusion", shift_diff * 1e3, "mV/K")
show("Series layer thickness", LAYER_UM, "um", '.1f')
show("Series voltage drop", series_drop(T0) * 1e3, "mV", '.3f')
show("Slope shift, series layer", shift_series * 1e3, "mV/K")
show("Assumed barrier drift (rough)", BARRIER_DRIFT * 1e3, "meV/K", '.2f')
show("Slope shift, barrier drift", shift_drift * 1e3, "mV/K")
show("Slope with barrier drift", (ideal + shift_drift) * 1e3, "mV/K")
print("all assertions hold")
```

Printed output:

```
Barrier: 0.70 eV
Forward bias: 0.30 V
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Boltzmann constant k: 0.086173 meV/K
Return/forward current ratio: 9.125e-06
Barrier term of slope: -1.3333 mV/K
Prefactor term of slope: -0.1723 mV/K
Slope, forward formula: -1.50568 mV/K
Slope, full formula: -1.50566 mV/K
Slope, sum over states: -1.50566 mV/K
Slope, isotropic free mass: -1.50566 mV/K
Slope at 0.02 V, sum over states: -1.2831 mV/K
Slope at 0.02 V, full formula: -1.2831 mV/K
Slope at 0.02 V, forward formula: -2.4390 mV/K
Free-electron Richardson constant: 120.17 A/(cm2 K2)
Silicon (100) Richardson constant: 246.6 A/(cm2 K2)
Current density: 4.232 A/cm2
Bias at one tenth the current: 0.2405 V
Slope at one tenth the current: -1.7039 mV/K
Bias at 250 K, same current: 0.37452 V
Bias at 350 K, same current: 0.22405 V
Curvature of V(T): -0.572 uV/K2
Tangent intercept at 0 K: 0.7517 V
Longitudinal mass (rough): 0.92 electron masses
Transverse mass (rough): 0.19 electron masses
Dielectric constant (rough): 11.7
Doping: 1.0e+16 cm^-3
Density of states Nc: 2.744e+19 cm^-3
Doping/Nc: 3.64e-04
Barrier-top occupation: 1.91e-07
Band bending: 0.1953 eV
Depletion width: 158.9 nm
Largest junction field: 0.0246 MV/cm
Image lowering: 17.39 meV
Slope shift, image lowering: 0.0435 mV/K
Tunnelling energy E00: 1.245 meV
Tunnelling current factor: 1.388
Slope shift, tunnelling: 0.0197 mV/K
Mobility (rough): 1200 cm2/Vs
Mobility falls as T to the power: -2.3
Emission velocity: 5.049e+06 cm/s
Diffusion velocity: 2.710e+07 cm/s
Slope shift, diffusion: 0.0310 mV/K
Series layer thickness: 5.0 um
Series voltage drop: 1.101 mV
Slope shift, series layer: 0.0084 mV/K
Assumed barrier drift (rough): -0.25 meV/K
Slope shift, barrier drift: -0.2500 mV/K
Slope with barrier drift: -1.7557 mV/K
all assertions hold
```
